# The thermal length of a free graphene sheet: verification in Python

```python
"""
Result under test: a free classical elastic sheet has, to lowest order,
    D_R(q) = D + 3 Y kT / (16 pi D q^2),
so the correction equals D at q_th, and the half wavelength pi/q_th is
    l_th = sqrt(16 pi^3 D^2 / (3 Y kT)).
D: bending rigidity, Y: 2D Young modulus, kT: thermal energy,
q: wavenumber of the probed bend, k: wavenumber of a thermal mode,
p = q - k: wavenumber of the in-plane response.
Neglected effects (higher orders, tension, quantum motion, lattice) are sized.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

# ---------- worked example: graphene ----------
D_eV = 1.5
Y_SI = 340.0
temperature = 300.0
lattice_nm = 0.246          # rough typical value
tension_SI = 0.1            # rough residual tension, N/m
eV = const.e
kT_eV = const.k * temperature / eV
Y_eV = Y_SI / eV * 1e-18    # eV/nm^2


def thermal_length(D, Y, kT):
    return np.sqrt(16 * np.pi**3 * D**2 / (3 * Y * kT))


l_th = thermal_length(D_eV, Y_eV, kT_eV)
q_th = np.pi / l_th

# ---------- test: relax in-plane displacements of actual height fields ----------
N = 32
freq = np.fft.fftfreq(N, 1 / N)
PX, PY = np.meshgrid(freq, freq, indexing="ij")
P = np.stack([PX, PY], axis=-1)
P2 = PX**2 + PY**2
coord = 2 * np.pi * np.arange(N) / N
X, Z = np.meshgrid(coord, coord, indexing="ij")
identity = np.eye(2)


def make_relaxed_energy(poisson):
    """Stretching energy per area at Y = 1, minimized over in-plane motion."""
    mu = 1 / (2 * (1 + poisson))
    lam = poisson / (1 - poisson**2)
    matrix = (mu * P2[..., None, None] * identity
              + (lam + mu) * P[..., :, None] * P[..., None, :])
    matrix[0, 0] = identity
    inverse = np.linalg.inv(matrix)

    def energy(h):
        hk = np.fft.fft2(h)
        grad = [np.fft.ifft2(1j * PX * hk).real,
                np.fft.ifft2(1j * PY * hk).real]
        strain = np.empty((N, N, 2, 2), complex)
        for i in range(2):
            for j in range(2):
                strain[..., i, j] = np.fft.fft2(0.5 * grad[i] * grad[j]) / N**2
        trace = strain[..., 0, 0] + strain[..., 1, 1]
        force = (2 * mu * np.einsum("xyij,xyj->xyi", strain, P)
                 + lam * P * trace[..., None])
        w = -np.einsum("xyij,xyj->xyi", inverse, force)
        strain = strain + 0.5 * (P[..., :, None] * w[..., None, :]
                                 + w[..., :, None] * P[..., None, :])
        strain[0, 0] = 0        # the mean strain relaxes freely
        trace = strain[..., 0, 0] + strain[..., 1, 1]
        return (mu * np.sum(abs(strain)**2)
                + 0.5 * lam * np.sum(abs(trace)**2))
    return energy


def kernel_sum(q, nmax, circular):
    """Reduced sum for the rigidity gain, box side 2 pi, Y kT / D = 1."""
    n = np.arange(-nmax, nmax + 1)
    kx, ky = np.meshgrid(n.astype(float), n.astype(float), indexing="ij")
    k2 = kx**2 + ky**2
    p2 = (q[0] - kx)**2 + (q[1] - ky)**2
    keep = (k2 > 0) & (p2 > 0)
    if circular:
        keep &= k2 <= nmax**2
    cross = (q[0] * ky - q[1] * kx)[keep]
    total = np.sum(cross**4 / (p2[keep]**2 * k2[keep]**2))
    return total / (4 * np.pi**2 * (q[0]**2 + q[1]**2)**2)


q_box = (3, 1)
kmax_box = 7
probe = np.sqrt(2) * np.cos(q_box[0] * X + q_box[1] * Z)
reduced_gain = kernel_sum(q_box, kmax_box, True)
relaxed_gains = []
for poisson in (0.16, 0.40):
    energy = make_relaxed_energy(poisson)
    e_probe = energy(probe)
    total = 0.0
    for n1 in range(0, kmax_box + 1):
        for n2 in range(-kmax_box, kmax_box + 1):
            k2 = n1**2 + n2**2
            if k2 == 0 or k2 > kmax_box**2 or (n1 == 0 and n2 < 0):
                continue
            for wave in (np.cos, np.sin):
                mode = np.sqrt(2) * wave(n1 * X + n2 * Z)
                coupling = (0.5 * (energy(probe + mode) + energy(probe - mode))
                            - e_probe - energy(mode))
                total += coupling / (4 * np.pi**2 * k2**2)
    relaxed_gains.append(2 * total / (q_box[0]**2 + q_box[1]**2)**2)
for gain in relaxed_gains:
    assert abs(gain / reduced_gain - 1) < 1e-8

# ---------- test: angular integral and final length ----------
def angular(k):
    f = lambda a: np.sin(a)**4 / (1 + k * k - 2 * k * np.cos(a))**2
    return 2 * quad(f, 0, np.pi, limit=200)[0]


for k in (0.2, 0.7, 0.95, 1.1, 2.0, 5.0):
    assert abs(angular(k) / (0.75 * np.pi * min(1, k**-4)) - 1) < 1e-7

# finite box and cutoff leave an error of a few parts in a thousand
q_large = 20
loop_number = kernel_sum((q_large, 0), 400, False) * q_large**2
q_from_sum = np.sqrt(loop_number * Y_eV * kT_eV / D_eV**2)
l_from_sum = np.pi / q_from_sum
assert abs(loop_number / (3 / (16 * np.pi)) - 1) < 0.006
assert abs(l_from_sum / l_th - 1) < 0.004


# ---------- loop with changed fluctuation strength ----------
def loop(factor, upper=np.inf):
    """Radial loop integral, k in units of q; equals 1 for factor = 1."""
    low = quad(lambda k: k * factor(k), 0, 1)[0]
    high = quad(lambda k: factor(k) / k**3, 1, upper, limit=200)[0]
    return low + high


assert abs(loop(lambda k: 1.0) - 1) < 1e-8

# tension
bending_tension = D_eV * eV * (q_th * 1e9)**2       # N/m
s_th = tension_SI / bending_tension


def tension_condition(r):
    s = s_th / r**2
    return loop(lambda k: k * k / (k * k + s)) / r**2 - 1


r_tension = brentq(tension_condition, 0.05, 2)
l_tension = l_th / r_tension
assert l_tension > l_th

# quantum motion of the flexural modes
cell_area = np.sqrt(3) / 2 * lattice_nm**2          # nm^2, two atoms
mass_density = 2 * 12 * const.atomic_mass / (cell_area * 1e-18)
omega_th = np.sqrt(D_eV * eV / mass_density) * (q_th * 1e9)**2
quantum_eV = const.hbar * omega_th / eV
x_th = quantum_eV / kT_eV
zone_radius = np.sqrt(4 * np.pi / cell_area)        # 1/nm


def quantum_excess(k):
    x = x_th * k * k
    if x < 1e-3:
        return x * x / 12
    return 0.5 * x / np.tanh(0.5 * x) - 1


quantum_change = loop(quantum_excess, zone_radius / q_th)
assert 0 < quantum_change < 0.1

# ---------- self-consistent screening approximation ----------
# wavenumbers in units of q_th, stiffness ratio K = D_R/D, softening y = Y_R/Y
n_grid = 120
grid = np.geomspace(1e-4, 60, n_grid)
step = np.log(grid[1] / grid[0])
n_angle = 40
angle = (np.arange(n_angle) + 0.5) * np.pi / n_angle
weight = grid**2 * step
weight[[0, -1]] *= 0.5
qq = grid[:, None, None]
kk = grid[None, :, None]
p2 = qq**2 + kk**2 - 2 * qq * kk * np.cos(angle)
kern = (4 / (3 * np.pi) * 2 * np.pi / n_angle
        * np.sin(angle)**4 / p2**2 * weight[None, :, None])
pos = np.clip((0.5 * np.log(p2) - np.log(grid[0])) / step, 0, n_grid - 1.000001)
left = pos.astype(int)
frac = pos - left
base = (np.arange(n_grid**2) * n_grid).reshape(n_grid, n_grid, 1)
size = n_grid**3
tensor = np.bincount((base + left).ravel(), (kern * (1 - frac)).ravel(), size)
tensor += np.bincount((base + left + 1).ravel(), (kern * frac).ravel(), size)
tensor = tensor.reshape(n_grid, n_grid, n_grid)


def contract(response, mode):
    return np.einsum("qk,k->q", tensor @ response, mode)


ones = np.ones(n_grid)
middle = (grid > 0.01) & (grid < 4)
# logarithmic radial grid: errors below two percent
assert np.max(abs(contract(ones, ones) * grid**2 - 1)[middle]) < 0.02

K = (1 + grid**-2.0)**0.41
change = 1.0
for iteration in range(3000):
    y = 1 / (1 + 0.5 * contract(1 / K, 1 / K))
    K_new = 1 + contract(y, 1 / K)
    change = np.max(abs(K_new / K - 1))
    K = 0.5 * (K + K_new)
    if change < 1e-9:
        break
assert change < 1e-6
log_grid = np.log(grid)
log_K = np.log(K)
ends = np.interp(np.log([0.01, 0.03]), log_grid, log_K)
exponent = (ends[0] - ends[1]) / np.log(3)
exponent_limit = 4 / (1 + np.sqrt(15))
# the slope is taken at finite q, so it only approaches its limit
assert abs(exponent - exponent_limit) < 0.06
use = (grid > 0.001) & (grid < 10)
assert np.all(np.diff(K[use]) < 0)
assert np.all(np.diff(K[use] * grid[use]**4) > 0)   # spectrum has no peak
r_self = np.exp(np.interp(np.log(2), log_K[use][::-1], log_grid[use][::-1]))
l_self = l_th / r_self
K_at_th = np.exp(np.interp(0.0, log_grid, log_K))
y_at_th = np.interp(0.0, log_grid, y)

# ---------- output ----------
print(f"Bending rigidity D = {D_eV:.2f} eV")
print(f"2D Young modulus Y = {Y_SI:.0f} N/m = {Y_eV:.1f} eV/nm^2")
print(f"Temperature = {temperature:.0f} K, kT = {kT_eV:.5f} eV")
print(f"16 pi^3 D^2 = {16 * np.pi**3 * D_eV**2:.1f} eV^2")
print(f"3 Y kT = {3 * Y_eV * kT_eV:.2f} eV^2/nm^2")
print(f"l_th squared = {l_th**2:.3f} nm^2")
print(f"Thermal length l_th (half wavelength) = {l_th:.3f} nm")
print(f"Full wavelength 2 l_th = {2 * l_th:.3f} nm")
print(f"Crossover wavenumber q_th = {q_th:.3f} 1/nm")
print(f"Rigidity gain, reduced mode sum = {reduced_gain:.8f} (test units)")
print(f"Same, relaxed sheet, Poisson 0.16 = {relaxed_gains[0]:.8f}")
print(f"Same, relaxed sheet, Poisson 0.40 = {relaxed_gains[1]:.8f}")
print(f"Loop number from large-box sum = {loop_number:.5f}")
print(f"Loop number 3/(16 pi) = {3 / (16 * np.pi):.5f}")
print(f"Thermal length from large-box sum = {l_from_sum:.3f} nm")
print(f"Self-consistent D_R/D at q_th = {K_at_th:.3f}")
print(f"Self-consistent Y_R/Y at q_th = {y_at_th:.3f}")
print(f"Self-consistent half wavelength, D_R = 2D: {l_self:.2f} nm")
print(f"Self-consistent slope of D_R, q/q_th 0.01-0.03 = {exponent:.3f}")
print(f"Its long-wave limit 4/(1+sqrt 15) = {exponent_limit:.3f}")
print(f"Tension scale D q_th^2 = {bending_tension:.3f} N/m")
print(f"Same as strain D q_th^2/Y = {100 * bending_tension / Y_SI:.3f} percent")
print(f"Assumed rough tension = {tension_SI:.2f} N/m")
print(f"Lowest-order half wavelength with tension = {l_tension:.2f} nm")
print(f"Rough lattice constant = {lattice_nm:.3f} nm")
print(f"Areal mass density = {mass_density:.2e} kg/m^2")
print(f"Flexural quantum at q_th = {1000 * quantum_eV:.3f} meV")
print(f"Flexural quantum / kT = {x_th:.4f}")
print(f"Zone cutoff radius = {zone_radius:.2f} 1/nm")
print(f"Quantum change of loop (estimate) = {100 * quantum_change:.2f} percent")
print(f"l_th / lattice constant = {l_th / lattice_nm:.1f}")
print(f"Lattice error scale (q_th a)^2/12 = "
      f"{100 * (q_th * lattice_nm)**2 / 12:.2f} percent")
for D_test in (1.2, 1.7):
    print(f"l_th for rough D = {D_test:.1f} eV: "
          f"{thermal_length(D_test, Y_eV, kT_eV):.2f} nm")
print("every check passed")
```

Printed output:

```
Bending rigidity D = 1.50 eV
2D Young modulus Y = 340 N/m = 2122.1 eV/nm^2
Temperature = 300 K, kT = 0.02585 eV
16 pi^3 D^2 = 1116.2 eV^2
3 Y kT = 164.58 eV^2/nm^2
l_th squared = 6.782 nm^2
Thermal length l_th (half wavelength) = 2.604 nm
Full wavelength 2 l_th = 5.209 nm
Crossover wavenumber q_th = 1.206 1/nm
Rigidity gain, reduced mode sum = 0.00514742 (test units)
Same, relaxed sheet, Poisson 0.16 = 0.00514742
Same, relaxed sheet, Poisson 0.40 = 0.00514742
Loop number from large-box sum = 0.05960
Loop number 3/(16 pi) = 0.05968
Thermal length from large-box sum = 2.606 nm
Self-consistent D_R/D at q_th = 1.528
Self-consistent Y_R/Y at q_th = 0.825
Self-consistent half wavelength, D_R = 2D: 4.22 nm
Self-consistent slope of D_R, q/q_th 0.01-0.03 = 0.820
Its long-wave limit 4/(1+sqrt 15) = 0.821
Tension scale D q_th^2 = 0.350 N/m
Same as strain D q_th^2/Y = 0.103 percent
Assumed rough tension = 0.10 N/m
Lowest-order half wavelength with tension = 3.22 nm
Rough lattice constant = 0.246 nm
Areal mass density = 7.60e-07 kg/m^2
Flexural quantum at q_th = 0.538 meV
Flexural quantum / kT = 0.0208
Zone cutoff radius = 15.48 1/nm
Quantum change of loop (estimate) = 0.28 percent
l_th / lattice constant = 10.6
Lattice error scale (q_th a)^2/12 = 0.73 percent
l_th for rough D = 1.2 eV: 2.08 nm
l_th for rough D = 1.7 eV: 2.95 nm
every check passed
```
